# Marcus activation energy for equally curved parabolas and its one-quarter rule

## Definitions and conventions

Consider the one-electron reduction of a dissolved ion at an electrode. In the reactant state R the electron is in the metal; in the product state P it is on the ion. Solvent molecules and ligands take different average arrangements in the two states. One coordinate \(q\), dimensionless here, measures progress from the arrangement preferred by R, at \(q=0\), to that preferred by P, at \(q=d>0\).

Let \(\Gamma\) denote all nuclear positions, and let \(U_R(\Gamma)\) and \(U_P(\Gamma)\) be the potential energies of the whole system in the two electronic states. The free energy at fixed \(q\) is defined by

\[
e^{-G_i(q)/k_BT}=C\int d\Gamma\,\delta\big(Q(\Gamma)-q\big)\,e^{-U_i(\Gamma)/k_BT},\qquad i=R,P, \tag{1}
\]

where \(Q(\Gamma)\) is the value of the coordinate in configuration \(\Gamma\), and \(C\) is the same constant for both states. The zero of free energy is placed at the minimum of \(G_R\).

The driving force \(\Delta G\) is the free energy of P at its minimum less that of R at its minimum, so a negative value favours reduction. Raising the electrode potential \(E\) lowers the energy of an electron in the metal by \(e\) times the rise. This lowers R, leaves P unchanged, and therefore raises \(\Delta G\). For an electron taken from the Fermi level, and for curves of equal width as assumed in A1 below,

\[
\Delta G=e(E-E^{\circ\prime}), \tag{2}
\]

where \(e>0\) is the elementary charge and \(E^{\circ\prime}\) the formal potential. Zero driving force means \(E=E^{\circ\prime}\). This is also the equilibrium potential if the oxidised and reduced ions have equal concentrations.

The reorganisation energy is the free energy needed to bring R to the equilibrium arrangement of P without moving the electron:

\[
\lambda=G_R(d)-G_R(0). \tag{3}
\]

The activation free energy is the cost of reaching the crossing \(q^\ddagger\) of the two curves from the reactant minimum:

\[
\Delta G^\ddagger=G_R(q^\ddagger)-G_R(0). \tag{4}
\]

By (1), the probability density of finding R at \(q^\ddagger\), relative to that at its minimum, is \(e^{-\Delta G^\ddagger/k_BT}\). This factor carries the activation energy into the rate.

## Assumptions

**A1.** Both free-energy curves are parabolas with the same force constant \(k>0\):

\[
G_R(q)=\tfrac12kq^2,\qquad G_P(q)=\tfrac12k(q-d)^2+\Delta G. \tag{5}
\]

**A2.** The energy gap \(U_P-U_R\) depends on the nuclear positions through \(q\) alone.

**A3.** The nuclei move classically, and the electronic coupling between R and P is too weak to alter the curves noticeably.

**A4.** Bringing the ion to the electrode and removing it costs no free energy. Such work terms would otherwise have to be added.

Under A1 the two curves have equally wide thermal distributions, since

\[
\int e^{-G_R/k_BT}dq=\sqrt{\frac{2\pi k_BT}{k}},\qquad
\int e^{-G_P/k_BT}dq=e^{-\Delta G/k_BT}\sqrt{\frac{2\pi k_BT}{k}}.
\]

The ratio of the integrals is \(e^{-\Delta G/k_BT}\). The difference between the minima is therefore also the free-energy difference between the complete states.

## Theorem

Under A1 to A4, the curves cross at one point, and

\[
\boxed{\;\Delta G^\ddagger=\frac{(\lambda+\Delta G)^2}{4\lambda}\;} \tag{6}
\]

At zero driving force this becomes

\[
\Delta G^\ddagger=\frac{\lambda}{4}. \tag{7}
\]

If \(|\Delta G|<\lambda\), the crossing lies between the two minima and is the highest point of the lower curve on the way from one to the other.

## Lemma 1: transfer takes place at the crossing

*Under A2 and A3, the electron can move while the nuclei stand still only where \(G_R(q)=G_P(q)\).*

**Proof.** The electron moves much faster than the nuclei, so nuclear positions and velocities are the same just before and just after the transfer. The nuclear kinetic energy is then unchanged, and conservation of energy requires \(U_R(\Gamma)=U_P(\Gamma)\).

This is a condition on energies, whereas (5) describes free energies. To connect them, write \(U_P(\Gamma)=U_R(\Gamma)+X(q)\), as A2 permits. In (1) the delta function fixes \(q\), so the factor containing \(X(q)\) can be taken outside the integral:

\[
e^{-G_P(q)/k_BT}=e^{-X(q)/k_BT}\,e^{-G_R(q)/k_BT}.
\]

Taking logarithms and multiplying by \(-k_BT\) gives

\[
G_P(q)-G_R(q)=X(q). \tag{8}
\]

The free-energy curves meet exactly where the energy gap vanishes. \(\blacksquare\)

## Lemma 2: the reorganisation energy

*Under A1, \(\lambda=\tfrac12kd^2\), and the product state has the same reorganisation energy.*

**Proof.** Definition (3) with (5) gives \(\lambda=\tfrac12kd^2-0\). For the product, the cost of moving from its own minimum to that of the reactant is

\[
G_P(0)-G_P(d)=\left[\tfrac12kd^2+\Delta G\right]-\Delta G=\tfrac12kd^2=\lambda .
\]

The driving force cancels, because it shifts the whole product curve without changing its shape. \(\blacksquare\)

## Lemma 3: there is one crossing

*Under A1 the curves cross once, at*

\[
q^\ddagger=\frac{\lambda+\Delta G}{kd}=d\,\frac{\lambda+\Delta G}{2\lambda}. \tag{9}
\]

**Proof.** Expand the square in \(G_P\) and subtract \(G_R\):

\[
\begin{aligned}
G_P(q)-G_R(q)&=\tfrac12k\left(q^2-2qd+d^2\right)+\Delta G-\tfrac12kq^2\\
&=\tfrac12kd^2+\Delta G-kdq\\
&=\lambda+\Delta G-kdq. 
\end{aligned}\tag{10}
\]

The terms in \(q^2\) cancel because the force constants are equal. What remains is a straight line of slope \(-kd\neq0\), which has one zero. Setting it to zero gives the first form of (9). For the second form, Lemma 2 gives \(kd=2\lambda/d\), and division by this quantity produces the factor \(d/(2\lambda)\). \(\blacksquare\)

## Proof of the theorem

By Lemma 1 the transfer needs the crossing, and by Lemma 3 there is one. Its height on the reactant curve is

\[
\Delta G^\ddagger=\tfrac12k\left(q^\ddagger\right)^2
=\tfrac12kd^2\left(\frac{q^\ddagger}{d}\right)^2
=\lambda\left(\frac{\lambda+\Delta G}{2\lambda}\right)^2
=\frac{(\lambda+\Delta G)^2}{4\lambda}.
\]

The second equality multiplies and divides by \(d^2\); the third uses Lemma 2 and (9). In the last, one factor \(\lambda\) cancels against the \(4\lambda^2\) of the squared denominator. This is (6), and \(\Delta G=0\) gives \(\lambda^2/(4\lambda)=\lambda/4\), which is (7).

Now let \(|\Delta G|<\lambda\). Then \(0<\lambda+\Delta G<2\lambda\), and (9) gives \(0<q^\ddagger<d\). By (10), \(G_P>G_R\) to the left of the crossing and \(G_P<G_R\) to the right. The lower curve is therefore \(G_R\) from \(0\) to \(q^\ddagger\), where it rises, and \(G_P\) from \(q^\ddagger\) to \(d\), where it falls. Its highest point is the crossing. \(\blacksquare\)

**Remark (why one quarter).** At \(\Delta G=0\) the two parabolas are mirror images, so they meet halfway, at \(q^\ddagger=d/2\). The energy of a parabola grows as the square of the displacement, and half the displacement costs one quarter of the energy. At \(q=0\) the product curve lies \(\lambda\) above the reactant curve. On the way to the midpoint the reactant rises by \(\lambda/4\) while the product falls by \(3\lambda/4\), and together these changes close the gap.

## Corollary 1: the reverse reaction

*The activation free energy for oxidation, measured from the product minimum, is*

\[
\Delta G^\ddagger_{\rm rev}=\frac{(\lambda-\Delta G)^2}{4\lambda}. \tag{11}
\]

**Proof.** The curves have the same height at the crossing, and the product minimum lies at \(\Delta G\). Hence

\[
\Delta G^\ddagger_{\rm rev}=\Delta G^\ddagger-\Delta G
=\frac{\lambda^2+2\lambda\Delta G+\Delta G^2-4\lambda\Delta G}{4\lambda}
=\frac{\lambda^2-2\lambda\Delta G+\Delta G^2}{4\lambda},
\]

and the last numerator is \((\lambda-\Delta G)^2\). \(\blacksquare\)

This is (6) with the sign of \(\Delta G\) reversed, as it should be when reactant and product exchange roles. The difference between the two barriers is \(\Delta G\), so the ratio of forward to reverse Boltzmann factors is \(e^{-\Delta G/k_BT}\), as equilibrium requires.

## Corollary 2: the transfer coefficient

*For a single level, the part of a small change in driving force that appears in the barrier is*

\[
\alpha=\frac{d\Delta G^\ddagger}{d\Delta G}
=\frac{2(\lambda+\Delta G)}{4\lambda}
=\frac12\left(1+\frac{\Delta G}{\lambda}\right)=\frac{q^\ddagger}{d}. \tag{12}
\]

**Proof.** Differentiate (6) at fixed \(\lambda\), then compare with (9). \(\blacksquare\)

At zero driving force \(\alpha=\tfrac12\): making the electrode potential more negative by a small amount lowers the reduction barrier by half the corresponding energy. Expanding the square in (6) shows how far this linear rule reaches:

\[
\Delta G^\ddagger=\frac{\lambda}{4}+\frac{\Delta G}{2}+\frac{\Delta G^2}{4\lambda}. \tag{13}
\]

The ratio of the quadratic to the linear term is \(|\Delta G|/(2\lambda)\) in size, so the linear rule describes the barrier well while \(|\Delta G|\ll2\lambda\). For the Boltzmann factor, the neglected quadratic term must also be small compared with \(k_BT\), which requires \(\Delta G^2\ll4\lambda k_BT\).

## Remark: large driving forces

At \(\Delta G=-\lambda\) the product curve passes through the reactant minimum, and the barrier vanishes. For \(\Delta G<-\lambda\), equation (9) gives \(q^\ddagger<0\). The crossing now lies on the far side of the reactant minimum, and R must distort away from the product arrangement to reach it. Formula (6) still gives the cost, which rises as the driving force becomes more negative. This is the inverted region. The crossing is no longer a summit between the minima.

At \(\Delta G=+\lambda\) the crossing is at the product minimum. The forward barrier equals \(\lambda\), which is the driving force itself, and the reverse barrier is zero. Beyond this point the reverse reaction is inverted.

## Proposition: the many levels of an electrode

A metal offers a continuum of electron levels. Let \(\varepsilon\) be the energy of a level above the Fermi level, with occupation \(f(\varepsilon)=1/(e^{\varepsilon/k_BT}+1)\). An electron starting higher raises the energy of R by \(\varepsilon\), so its driving force is \(\Delta G-\varepsilon\). Assume that the density of states, the coupling and the rate prefactor are the same for all levels and driving forces. The total reduction rate is then proportional to

\[
I(\Delta G)=\int_{-\infty}^{\infty}f(\varepsilon)\exp\left[-\frac{(\lambda+\Delta G-\varepsilon)^2}{4\lambda k_BT}\right]d\varepsilon. \tag{14}
\]

*(a) At \(\Delta G=0\) the largest contribution comes from the Fermi level, whose barrier is \(\lambda/4\). (b) \(I\) grows steadily as \(\Delta G\) becomes more negative.*

**Proof of (a).** Expand the exponent:

\[
\frac{(\lambda-\varepsilon)^2}{4\lambda}=\frac{\lambda}{4}-\frac{\varepsilon}{2}+\frac{\varepsilon^2}{4\lambda}.
\]

With \(y=\varepsilon/(2k_BT)\), the middle term supplies a factor \(e^y\), which combines with the occupation:

\[
\frac{e^{y}}{e^{2y}+1}=\frac{1}{e^{y}+e^{-y}}=\frac{1}{2\cosh y}.
\]

The integrand is therefore

\[
e^{-\lambda/(4k_BT)}\;\frac{e^{-\varepsilon^2/(4\lambda k_BT)}}{2\cosh[\varepsilon/(2k_BT)]}. \tag{15}
\]

Both \(\varepsilon\)-dependent factors are largest at \(\varepsilon=0\). Levels less than \(2\lambda\) above the Fermi level have lower barriers than \(\lambda/4\) but are too sparsely occupied; levels below the Fermi level are well occupied but have higher barriers. Levels more than \(2\lambda\) above it are so far inverted that they lose on both counts.

**Proof of (b).** Substitute \(u=\varepsilon-\Delta G\):

\[
I(\Delta G)=\int_{-\infty}^{\infty}f(u+\Delta G)\exp\left[-\frac{(\lambda-u)^2}{4\lambda k_BT}\right]du. \tag{16}
\]

The driving force now appears only in \(f\), which decreases with its argument. A more negative \(\Delta G\) thus increases the integrand at every \(u\). \(\blacksquare\)

For \(k_BT\ll\lambda\) the Gaussian in (15) is nearly 1 wherever the hyperbolic factor is appreciable. Since \(\int dy/\cosh y=\pi\), the integral at zero driving force approaches \(\pi k_BT\,e^{-\lambda/(4k_BT)}\). Summing over levels adds a factor proportional to temperature but leaves \(\lambda/4\) in the exponential. For \(\lambda=0.80\) eV at 298 K the integral lies 7% below this limit, and because of the temperature factor its Arrhenius slope corresponds to 0.224 eV rather than \(\lambda/4=0.200\) eV.

Part (b) means that the total rate at this model electrode shows no inverted region, although each single level has one. When the Fermi level is inverted, occupied levels below it have less negative driving forces and carry most of the rate. As \(\Delta G\to-\infty\), \(f\to1\) in (16) and the rate levels off at the full Gaussian area. This plateau needs occupied levels at the centre of the Gaussian, \(\varepsilon=\lambda+\Delta G\). A real band has a lower edge, and once the centre moves below that edge the total rate falls again. At \(\Delta G=-\lambda\), the Gaussian in (14) is centred on the Fermi level. Because \(f(\varepsilon)+f(-\varepsilon)=1\), the integral is then half that area.

## Worked example

Take the round model parameters \(k=0.10\) eV, \(d=4\) and \(T=298.15\) K, which represent no particular material. Lemma 2 gives

\[
\lambda=\tfrac12(0.10\ \text{eV})(4)^2=0.80\ \text{eV}.
\]

At zero driving force the crossing is at \(q^\ddagger=2\), and

\[
\Delta G^\ddagger=\frac{0.80\ \text{eV}}{4}=0.20\ \text{eV}\quad(19.3\ \text{kJ/mol}).
\]

With \(k_BT=0.02569\) eV, the Boltzmann factor is \(e^{-0.20/0.02569}=4.16\times10^{-4}\).

Now make the electrode 0.20 V more negative than \(E^{\circ\prime}\), so that \(\Delta G=-0.20\) eV. Then

\[
q^\ddagger=4\times\frac{0.60}{1.60}=1.5,\qquad
\Delta G^\ddagger=\frac{(0.60)^2}{3.20}\ \text{eV}=0.1125\ \text{eV}.
\]

The reverse barrier is \((1.00)^2/3.20=0.3125\) eV, larger by 0.20 eV as Corollary 1 demands. In (13) the three terms are \(0.2000-0.1000+0.0125\) eV, so the curvature takes back one eighth of the linear lowering. For a single level, the transfer coefficient has fallen from 0.500 to 0.375 and the Boltzmann factor has grown 30-fold.

The numerical output lists these and further cases. There the crossings were located by a root search that does not use (9), and the resulting barriers were tested against (6). For \(\Delta G=0\) and \(\pm0.20\) eV, the highest point of the lower curve between the minima was also found on a grid and agreed with (6).

At \(\Delta G=-0.80\) eV the barrier is zero. At \(-1.20\) eV the crossing is at \(q^\ddagger=-1\) and the barrier is back at 0.05 eV. Between these two driving forces the single-level rate falls to 0.143 of its value, at equal prefactor, while the continuum rate rises by a factor of 1.95. That factor is close to 2 because the rate starts at half its limiting value and has almost reached the limit.

## Where the one-quarter rule fails

**Unequal curvatures.** Keep the two minima level, \(\Delta G=0\), but double the force constant of the product. With \(x=q/d\), the crossing condition is \(\lambda x^2=2\lambda(1-x)^2\), where \(\lambda\) is still the reactant's reorganisation energy. Between the minima both \(x\) and \(1-x\) are positive, so the square root gives

\[
x=\sqrt2\,(1-x)\quad\Rightarrow\quad x=\frac{\sqrt2}{1+\sqrt2}=2-\sqrt2 .
\]

The barrier is \(\lambda x^2=0.343\lambda\), or 0.2745 eV in the example, instead of 0.20 eV. The stiffer product curve meets the reactant curve nearer to the product minimum, at \(q=2.34\), and so higher up. The quadratic terms no longer cancel, and the other sign of the root gives a second crossing at \(x=2+\sqrt2\), beyond the product minimum.

Level minima no longer mean \(E=E^{\circ\prime}\) here. The narrower product curve has a thermal integral smaller by a factor \(\sqrt2\), so the complete product state lies \(\tfrac12k_BT\ln2\), about 0.009 eV, above the reactant state. At the formal potential this difference is removed by lowering the product curve, and the barrier is 0.271 eV.

**Finite electronic coupling.** Let a constant coupling \(H>0\) mix the two states. The lower energy at each \(q\) is the smaller eigenvalue of the two-state matrix:

\[
G_-=\frac{G_R+G_P}{2}-\frac12\sqrt{(G_P-G_R)^2+4H^2}.
\]

At \(\Delta G=0\), put \(s=1-2q/d\). Then \(G_P-G_R=\lambda s\) and \((G_R+G_P)/2=\lambda(1+s^2)/4\). Call the square root \(W\), so that \(\lambda^2s^2=W^2-4H^2\) and

\[
G_-=\frac{\lambda}{4}+\frac{W^2}{4\lambda}-\frac{H^2}{\lambda}-\frac{W}{2}
=\frac{(W-\lambda)^2}{4\lambda}-\frac{H^2}{\lambda}.
\]

For \(2H<\lambda\) the minima lie at \(W=\lambda\), with \(G_-=-H^2/\lambda\). The summit is at \(s=0\), where \(W=2H\). The barrier is the difference:

\[
\Delta G^\ddagger=\frac{(\lambda-2H)^2}{4\lambda}=\frac{\lambda}{4}-H+\frac{H^2}{\lambda}. \tag{17}
\]

For \(H=0.01\) eV this gives \(0.2000-0.0100+0.0001=0.1901\) eV, in agreement with the numerical diagonalisation. The barrier drops by nearly the coupling itself, here about 5% of \(\lambda/4\). This holds for two discrete states. An ion level coupled to a wide metal band is instead broadened to a half-width \(\Delta\), and at zero temperature and small \(\Delta\) the lowering is about \((\Delta/\pi)[1+\ln(\lambda/\Delta)]\), which is not linear in \(\Delta\). For the barrier, the one-quarter rule is thus the limit \(H\ll\lambda/4\). For the Boltzmann factor on the lower curve, \(H\) must also be small compared with \(k_BT\): here the factor grows by 47%. This is not the change in the rate. At the summit the upper state lies only \(2H<k_BT\) higher, so the density of both states together grows by just 7%, and at so weak a coupling the system often crosses to the upper curve instead of following the lower one. At \(2H=\lambda\) the two wells merge and no barrier is left.

**Quantised vibrations.** A3 fails for modes whose quantum exceeds \(k_BT\), such as ligand stretches, because the nuclei can then tunnel. If 0.2 eV of the 0.80 eV reorganisation energy sits in a mode of 0.05 eV, the weak-coupling rate at zero driving force is 17% above the classical value. For a mode of 0.18 eV it is 2.8 times the classical value, and the single-level rate falls only to 0.28, not 0.143, between \(\Delta G=-0.80\) and \(-1.20\) eV.

## Calculated quantities

```
force constant k = 0.10 eV
displacement d = 4.0 (dimensionless)
reorganisation energy = 0.8000 eV
temperature = 298.15 K
thermal energy kT = 0.025693 eV
driving force = +0.00 eV:
  crossing q = 2.0000 (dimensionless)
  forward barrier = 0.2000 eV
  reverse barrier = 0.2000 eV
  transfer coefficient = 0.5000
  Boltzmann factor = 4.1620e-04
driving force = -0.20 eV:
  crossing q = 1.5000 (dimensionless)
  forward barrier = 0.1125 eV
  reverse barrier = 0.3125 eV
  transfer coefficient = 0.3750
  Boltzmann factor = 1.2542e-02
driving force = +0.20 eV:
  crossing q = 2.5000 (dimensionless)
  forward barrier = 0.3125 eV
  reverse barrier = 0.1125 eV
  transfer coefficient = 0.6250
  Boltzmann factor = 5.2198e-06
driving force = -0.80 eV:
  crossing q = 0.0000 (dimensionless)
  forward barrier = 0.0000 eV
  reverse barrier = 0.8000 eV
  transfer coefficient = 0.0000
  Boltzmann factor = 1.0000e+00
driving force = -1.20 eV:
  crossing q = -1.0000 (dimensionless)
  forward barrier = 0.0500 eV
  reverse barrier = 1.2500 eV
  transfer coefficient = -0.2500
  Boltzmann factor = 1.4283e-01
zero-drive barrier / lam = 0.250000
zero-drive barrier = 19.30 kJ/mol
top of lower curve, dG = 0: 0.2000 eV
top of lower curve, dG = -0.20 eV: 0.1125 eV
Boltzmann factor ratio, dG -0.20 eV to 0: 30.13
peak level at dG = 0: 0.0000 eV from Fermi level
single-level rate ratio, dG -1.20 to -0.80 eV: 0.1428
continuum rate ratio, dG -1.20 to -0.80 eV: 1.9455
doubled product curvature: crossing q = 2.3431
doubled product curvature: barrier = 0.2745 eV
doubled curvature: barrier / lam = 0.3431
electronic coupling = 0.0100 eV
barrier with coupling = 0.190125 eV
lowering by coupling = 0.009875 eV
```
